# Proportional couplings and the current through an interacting region

A calculation of the current through an interacting dot or molecule must settle which Green functions to compute. The general current formula needs two: the retarded function, which gives the available states, and the lesser function, which says how they are filled. Out of equilibrium the filling is in general not a Fermi function times the density of states, so the lesser function is a separate quantity to be found. If the two leads couple to the region in the same way up to a constant factor, the lesser function drops out of the current formula. The derivation below shows why, and what must still be computed.

## Model and conventions

The central region has orbitals $n$, with spin included in the label, and operators $d_n$. Leads $\alpha=L,R$ have noninteracting levels $k$ with operators $c_{\alpha k}$. The Hamiltonian is

$$
H=H_{\rm dot}+\sum_{\alpha k}\varepsilon_{\alpha k}c^\dagger_{\alpha k}c_{\alpha k}
+\sum_{\alpha kn}\left(V_{\alpha k,n}c^\dagger_{\alpha k}d_n+V^*_{\alpha k,n}d^\dagger_n c_{\alpha k}\right). \tag{1}
$$

$H_{\rm dot}$ may contain any interaction among the dot electrons, provided that it conserves their number. At $t=0$ the dot and leads are uncorrelated, and each lead is thermal with its own Fermi function $f_\alpha$. The initial dot state contains no superposition of even and odd electron number. We set $\hbar=1$ until the final current formula.

Let $J_\alpha=-d\langle N_\alpha\rangle/dt$ be the electron flow out of lead $\alpha$. The current $I=eJ_L$, with $e>0$, is counted positive when electrons flow from left to right; the conventional electric current points the other way.

Two correlation functions of the dot are needed:

$$
a_{nm}(t,t')=\langle\{d_n(t),d_m^\dagger(t')\}\rangle,\qquad
N_{nm}(t,t')=\langle d_m^\dagger(t')d_n(t)\rangle. \tag{2}
$$

They are related to the usual Green functions by $G^r=-i\theta(t-t')\,a$ and $G^<=iN$.

## The current out of one lead

Since $H_{\rm dot}$ conserves number, it commutes with $c_{\alpha k}$. The remaining terms of (1) give $[c_{\alpha k},H]=\varepsilon_{\alpha k}c_{\alpha k}+\sum_nV_{\alpha k,n}d_n$, hence

$$
\dot c_{\alpha k}=-i\varepsilon_{\alpha k}c_{\alpha k}-i\sum_nV_{\alpha k,n}d_n. \tag{3}
$$

In the derivative of $c^\dagger_{\alpha k}c_{\alpha k}$ the level energies cancel. What remains is $i(z^*-z)=2\,{\rm Im}\,z$, with $z=\sum_nV_{\alpha k,n}\langle c^\dagger_{\alpha k}d_n\rangle$. Therefore

$$
J_\alpha(t)=-2\,{\rm Im}\sum_{kn}V_{\alpha k,n}\langle c^\dagger_{\alpha k}(t)d_n(t)\rangle. \tag{4}
$$

Equation (3) is linear, however complicated the dot may be. The solution of its adjoint is

$$
c^\dagger_{\alpha k}(t)=e^{i\varepsilon_{\alpha k}t}c^\dagger_{\alpha k}(0)
+i\sum_mV^*_{\alpha k,m}\int_0^t dt'\,e^{i\varepsilon_{\alpha k}(t-t')}d^\dagger_m(t'). \tag{5}
$$

Inserted in (4), the second term produces $N_{nm}(t,t')$. The first requires $\langle c^\dagger_{\alpha k}(0)d_n(t)\rangle$, which follows from the thermal state of the lead.

Put $x=(\varepsilon_{\alpha k}-\mu_\alpha)/k_BT_\alpha$. The factor of the initial density matrix $\rho$ for this level is proportional to $e^{-xc^\dagger c}$, and the other factors commute with $c^\dagger$. Thus $\rho c^\dagger=e^{-x}c^\dagger\rho$. For any operator $X$, the cyclic property of the trace gives

$$
\langle c^\dagger X\rangle=e^{-x}\langle Xc^\dagger\rangle
=e^{-x}\left(\langle\{c^\dagger,X\}\rangle-\langle c^\dagger X\rangle\right).
$$

Solving for $\langle c^\dagger X\rangle$ gives the factor $e^{-x}/(1+e^{-x})=f_\alpha$:

$$
\langle c^\dagger_{\alpha k}(0)d_n(t)\rangle
=f_\alpha(\varepsilon_{\alpha k})\langle\{d_n(t),c^\dagger_{\alpha k}(0)\}\rangle. \tag{6}
$$

No factorization of dot correlations has been used. To find the anticommutator, define $F_n(t')=\langle\{d_n(t),c^\dagger_{\alpha k}(t')\}\rangle$ at fixed $t$. The adjoint of (3) gives

$$
\frac{d}{dt'}\left[e^{-i\varepsilon_{\alpha k}t'}F_n(t')\right]
=i\sum_mV^*_{\alpha k,m}e^{-i\varepsilon_{\alpha k}t'}a_{nm}(t,t'). \tag{7}
$$

At equal times dot and lead operators anticommute, so $F_n(t)=0$. Integrating (7) from $0$ to $t$ then gives

$$
F_n(0)=-i\sum_mV^*_{\alpha k,m}\int_0^tdt'\,e^{-i\varepsilon_{\alpha k}t'}a_{nm}(t,t'). \tag{8}
$$

Now combine (5), (6) and (8):

$$
\langle c^\dagger_{\alpha k}(t)d_n(t)\rangle
=-i\sum_mV^*_{\alpha k,m}\int_0^tdt'\,e^{i\varepsilon_{\alpha k}(t-t')}
\left[f_\alpha a_{nm}-N_{nm}\right](t,t'). \tag{9}
$$

Since ${\rm Im}(-iY)=-{\rm Re}\,Y$, the current (4) is twice the real part of the remaining sum. Define the Hermitian coupling matrix

$$
\Gamma^\alpha_{mn}(\varepsilon)=2\pi\sum_kV^*_{\alpha k,m}V_{\alpha k,n}\,\delta(\varepsilon-\varepsilon_{\alpha k}). \tag{10}
$$

The orbital sums then form a trace:

$$
J_\alpha(t)=2\,{\rm Re}\int\frac{d\varepsilon}{2\pi}\int_0^tdt'\,e^{i\varepsilon(t-t')}
{\rm Tr}\,\Gamma^\alpha(\varepsilon)\left[f_\alpha(\varepsilon)a(t,t')-N(t,t')\right]. \tag{11}
$$

The bracket equals $f_\alpha(a-N)-(1-f_\alpha)N$: injection from filled lead levels into empty dot states, minus escape of dot electrons into empty lead levels.

## The steady state

Assume that the leads have continuous spectra and that a steady state is reached, with memory of the initial state lost. Then $a$ and $N$ depend on $\tau=t-t'$, and the time integral extends to infinity. From (2), both functions obey $X(-\tau)=X(\tau)^\dagger$. Because $\Gamma^\alpha$ is Hermitian,

$$
\left[e^{i\varepsilon\tau}{\rm Tr}\,\Gamma^\alpha X(\tau)\right]^*
=e^{-i\varepsilon\tau}{\rm Tr}\,\Gamma^\alpha X(-\tau).
$$

Twice the real part of the integral over positive $\tau$ is thus the integral over all $\tau$, a Fourier transform. Write $A(\varepsilon)=\int d\tau\,e^{i\varepsilon\tau}a(\tau)$ and define $N(\varepsilon)$ likewise. The retarded function supplies the positive times and the advanced function the negative times, so $A=i(G^r-G^a)$. Restoring $\hbar$ gives

$$
J_\alpha=\frac1h\int d\varepsilon\,{\rm Tr}\,\Gamma^\alpha\left[f_\alpha A-N\right]
=\frac ih\int d\varepsilon\,{\rm Tr}\,\Gamma^\alpha\left[f_\alpha(G^r-G^a)+G^<\right]. \tag{12}
$$

This is the Meir-Wingreen current. At equal times $a_{nm}=\delta_{nm}$, which fixes the normalization $\int d\varepsilon\,A_{nn}/2\pi=1$. In equilibrium $N=fA$, and each lead current vanishes.

## Eliminating the lesser function

Let the couplings be proportional as matrices,

$$
\Gamma^L(\varepsilon)=\lambda\,\Gamma^R(\varepsilon),\qquad \lambda>0, \tag{13}
$$

with one number $\lambda$ for all energies and orbitals. The matrices themselves may depend on energy. Subtract $\lambda J_R$ from $J_L$ in (12). The lesser terms combine into ${\rm Tr}(\Gamma^L-\lambda\Gamma^R)N=0$, while $\lambda\Gamma^R f_R=\Gamma^Lf_R$. Thus

$$
\frac{J_L-\lambda J_R}{1+\lambda}
=\frac1h\int d\varepsilon\,(f_L-f_R)\,{\rm Tr}\left[\frac{\Gamma^L}{1+\lambda}A\right]. \tag{14}
$$

The same cancellation occurs in (11) at each time, so it does not rely on the steady state. Identifying the left side with the current does. The dot charge changes at the rate $J_L+J_R$, which vanishes in a steady state. Setting $J_R=-J_L$ turns the left side of (14) into $J_L$.

The coupling factor can be written symmetrically. For invertible matrices,

$$
\Gamma^L(\Gamma^L+\Gamma^R)^{-1}\Gamma^R
=\lambda\Gamma^R\left[(1+\lambda)\Gamma^R\right]^{-1}\Gamma^R
=\frac{\lambda}{1+\lambda}\Gamma^R=\frac{\Gamma^L}{1+\lambda}. \tag{15}
$$

If $\Gamma^R$ is singular, the last two forms define the product. The current is therefore

$$
I=\frac eh\int d\varepsilon\,(f_L-f_R)\,
{\rm Tr}\left[\frac{\Gamma^L\Gamma^R}{\Gamma^L+\Gamma^R}A(\varepsilon)\right]. \tag{16}
$$

## What the formula does and does not save

The function $A$ in (16) belongs to the interacting region with the bias applied. The bias changes both the total occupation and its distribution in energy, and through the interaction these shift and broaden $A$. A solver may therefore still need $G^<$ internally to find $G^r$. What has gone is its explicit appearance in the current.

The saving is greater in linear response. The factor $f_L-f_R$ is already of first order in the bias, so to that order $A$ may be replaced by its equilibrium value, provided that it varies smoothly with bias. An equilibrium calculation then suffices for the linear conductance.

Without interactions, the Landauer formula must return. In that case $(G^a)^{-1}-(G^r)^{-1}=-i(\Gamma^L+\Gamma^R)$, and therefore

$$
A=iG^r\left[(G^a)^{-1}-(G^r)^{-1}\right]G^a=G^r(\Gamma^L+\Gamma^R)G^a. \tag{17}
$$

With (13), the trace in (16) becomes ${\rm Tr}[\lambda\Gamma^RG^r\Gamma^RG^a]={\rm Tr}[\Gamma^LG^r\Gamma^RG^a]$, the Landauer transmission. Equation (17) omits the sharp peak of any state that is decoupled from both leads at its energy; such a state does not contribute to ${\rm Tr}\,\Gamma^\alpha A$, so the current is unaffected. With interactions, (17) lacks the broadening due to scattering on the dot, and (16) is not in general a sum over elastic transmission events.

Approximate solvers need one further check. If an approximation violates charge conservation, $J_L\neq-J_R$, and the right side of (16) gives the weighted combination in (14) rather than either lead current.

## Why the ratio must not depend on energy

For one orbital with scalar couplings, it is tempting to use (16) with an energy-dependent ratio. Define the energy-resolved flows $j_\alpha=\Gamma^\alpha(f_\alpha A-N)$ and the right share $r=\Gamma^R/(\Gamma^L+\Gamma^R)$. Since $r\Gamma^L=(1-r)\Gamma^R$, the lesser function still cancels at each energy:

$$
rj_L-(1-r)j_R=\frac{\Gamma^L\Gamma^R}{\Gamma^L+\Gamma^R}(f_L-f_R)A. \tag{18}
$$

The left side equals $r(j_L+j_R)-j_R$. Integrate it, and use $\int j_R\,d\varepsilon=-\int j_L\,d\varepsilon$. Calling the right side of (16) $I_{\rm formula}$, we find

$$
I_{\rm formula}-I=\frac eh\int d\varepsilon\,r(\varepsilon)\left[j_L(\varepsilon)+j_R(\varepsilon)\right]. \tag{19}
$$

Charge conservation makes the integral of the bracket vanish, not the bracket itself: an electron may enter at one energy and leave at another after exchanging energy with other electrons. A constant $r$ comes out of the integral and the error is zero. For elastic transport the bracket vanishes at each energy, and $r$ may vary.

Condition (13) also restricts the geometry. Two orbitals coupled mainly to opposite leads violate it. So does a bias that shifts structured lead bands relative to each other. A single level with flat bands and spin-independent couplings satisfies it for any strengths of the two couplings; leads with different spin polarizations violate it. If the two spins are not mixed and each is conserved separately, however, the argument applies to each spin with its own $\lambda$, and (16) still holds.

## An interacting dot

Consider a spin-degenerate level at $\varepsilon_d=-0.50$ meV with repulsion $U=1.50$ meV between opposite spins and $k_BT=0.10$ meV. The lead bands are Lorentzians of half-width 10 meV with a common, fixed centre at zero energy. At the centre $\Gamma^L=0.75$ meV and $\Gamma^R=0.25$ meV, so $\lambda=3$. The chemical potentials are $\pm eV/2$, with the left one higher.

The interaction is treated in the self-consistent second Born approximation. It keeps the mean-field shift $Un$, where $n$ is the occupation per spin, and scattering to second order in $U$ with self-consistent Green functions. Correlations beyond this are left out, so the currents below are results of this approximation. Let $P(\tau)=a(\tau)-N(\tau)$ describe the empty states. The scattering rates into and out of the level are, with $\hbar=1$,

$$
S_{\rm in}(\tau)=U^2N(\tau)^2P(\tau)^*,\qquad
S_{\rm out}(\tau)=U^2P(\tau)^2N(\tau)^*. \tag{20}
$$

In energy space, the filled and empty functions are

$$
N=|G^r|^2(L_{\rm in}+S_{\rm in}),\qquad
P=|G^r|^2(L_{\rm out}+S_{\rm out}), \tag{21}
$$

where $L_{\rm in}=\sum_\alpha\Gamma^\alpha f_\alpha$ and $L_{\rm out}=\sum_\alpha\Gamma^\alpha(1-f_\alpha)$. The retarded function is $G^r=[\varepsilon-\varepsilon_d-Un-\Sigma^r_{\rm lead}-\Sigma^r_U]^{-1}$. Here $\Sigma^r_{\rm lead}$ is the lead self-energy, with imaginary part $-(\Gamma^L+\Gamma^R)/2$, and $\Sigma^r_U(\tau)=-i\theta(\tau)[S_{\rm in}(\tau)+S_{\rm out}(\tau)]$, whose transform has imaginary part $-(S_{\rm in}+S_{\rm out})/2$. Hence $A=-2\,{\rm Im}\,G^r=|G^r|^2(\Gamma^L+\Gamma^R+S_{\rm in}+S_{\rm out})$, which is $N+P$ by (21).

This approximation conserves charge. Since $A=N+P$, we have $j_L+j_R=L_{\rm in}P-L_{\rm out}N$. Equation (21) implies $(L_{\rm in}+S_{\rm in})P=(L_{\rm out}+S_{\rm out})N$, so the imbalance equals $S_{\rm out}N-S_{\rm in}P$. By (20), the energy integrals of its two terms are proportional to $\int d\tau\,P^2N^{*2}$ and $\int d\tau\,N^2P^{*2}$. These are complex conjugates, and both are real because the functions in energy space are real. They are equal, and the integrated imbalance vanishes.

The effective coupling at the band centre is

$$
\frac{0.75\times0.25}{0.75+0.25}\ {\rm meV}=0.1875\ {\rm meV}.
$$

At a bias of 1 mV, (12) with the computed lesser function gives 34.65 nA from the left lead and $-34.65$ nA from the right. Formula (16) also gives 34.65 nA. To see the size of this number, note that $e/h$ times 1 meV is 38.74 nA, or 77.48 nA for two spins. The energy integral per spin is thus $34.65/77.48=0.447$ meV. Dividing by 0.1875 meV, with the small variation of the broad bands neglected, gives $\int(f_L-f_R)A\,d\varepsilon\approx2.39$. As the full integral of $A$ is $2\pi$, about 38% of the spectral weight contributes.

Replacing $A$ by its zero-bias form changes the result as follows.

| Bias (mV) | Current (nA) | With zero-bias $A$ (nA) | Error relative to current |
|---:|---:|---:|---:|
| 0.5 | 20.34 | 21.94 | 7.9% |
| 1.0 | 34.65 | 38.69 | 11.6% |
| 2.0 | 54.34 | 58.48 | 7.6% |

The spectral function at zero energy falls from 3.53 to 2.61 and then 2.14 meV$^{-1}$ as the bias goes from zero to 1 and 2 mV. The absolute error in the current is 1.60, 4.03 and 4.15 nA at the three biases of the table. It is not monotonic: it peaks at about 4.7 nA near 1.5 mV, is already falling at 2 mV, and is down to about 0.3 nA at 5 mV. For flat couplings it must vanish once the bias window contains all the spectral weight, because both versions of $A$ have the same total area.

At finite bias and with the scattering terms present, the lesser function is not a coupling-weighted Fermi factor times $A$, as it would be by (21) for $U=0$. At 1 mV, $N$ differs from $A\,L_{\rm in}/(\Gamma^L+\Gamma^R)$ by up to 0.107 meV$^{-1}$. Since $j_L+j_R=L_{\rm in}A-(\Gamma^L+\Gamma^R)N$, this difference times the total coupling, close to 1 meV, is minus the imbalance $j_L+j_R$, whose largest magnitude is 0.107. Its integral vanishes, as the equal and opposite lead currents confirm.

To make the coupling ratio vary with energy, give both leads a peak coupling of 0.5 meV and a band half-width of 1 meV, and centre the left band at $+1$ meV and the right at $-1$ meV. At 2 mV and $U=0$, the current and the formula both give 42.66 nA. With $U=1.50$ meV the current is 39.56 nA, but the formula gives 37.54 nA, which is 5.1% too low. Equation (19) accounts for the difference of $-2.02$ nA. Its sign means that the right share $r$, averaged over the net entry of electrons, is smaller than its average over their net exit.

The cancellation can also be checked without approximating the interaction. In a small system with two interacting dot orbitals, the same two levels in each lead, and left amplitudes $\sqrt3$ times the right ones so that $\lambda=3$, evolved exactly, the outflows at one instant are 0.018028 and $-0.096492$ meV/$\hbar$. They do not cancel, because the dot charge is still changing. Their weighted combination is

$$
\frac{0.018028-3(-0.096492)}{1+3}=0.076876\ {\rm meV}/\hbar.
$$

The time-dependent form of (14), which contains no lesser function, gives the same value. When the left couplings are given a different orbital structure, the two numbers become 0.129 and 0.145 meV/$\hbar$, and the reduced expression fails.

## Table of computed values

```
EXACT SMALL SYSTEM (U = 1.5 meV, coupling ratio 3.0)
evolution time: 3.0 hbar/meV
exact outflow of left lead:  0.018028 meV/hbar
exact outflow of right lead: -0.096492 meV/hbar
lesser term in left outflow: 0.574293 meV/hbar
weighted exact current:      0.076876 meV/hbar
formula without lesser:      0.076876 meV/hbar
nonproportional, exact:      0.128964 meV/hbar
nonproportional, reduced:    0.145210 meV/hbar
STEADY ANDERSON DOT (second Born)
Gamma_L, Gamma_R at band centre: 0.75, 0.25 meV
Gamma_L Gamma_R/(Gamma_L+Gamma_R): 0.1875 meV
U, level, kT: 1.50, -0.50, 0.10 meV
Lorentzian band half-width: 10.0 meV
e/h times 1 meV, one spin: 38.7405 nA
zero-bias occupation per spin: 0.4341
bias 0.5 mV: occupation per spin 0.4695
  left current with lesser:  20.34116 nA
  right current with lesser: -20.34116 nA
  reduced formula:           20.34116 nA
  with zero-bias A instead:  21.93835 nA
bias 1.0 mV: occupation per spin 0.5081
  left current with lesser:  34.65395 nA
  right current with lesser: -34.65395 nA
  reduced formula:           34.65395 nA
  with zero-bias A instead:  38.68814 nA
bias 2.0 mV: occupation per spin 0.5807
  left current with lesser:  54.33789 nA
  right current with lesser: -54.33789 nA
  reduced formula:           54.33789 nA
  with zero-bias A instead:  58.48434 nA
A at E=0, zero bias: 3.5313 1/meV
A at E=0, bias 1 mV: 2.6064 1/meV
A at E=0, bias 2 mV: 2.1418 1/meV
1 mV: max |N - weighted f times A|: 0.1071 1/meV
1 mV: max |j_L(E)+j_R(E)|, U=1.5 meV: 0.10698 (dimensionless)
1 mV: max |j_L(E)+j_R(E)|, U=0: 1.4e-15 (dimensionless)
1 mV: U=0 reduced and Landauer: 31.81059, 31.81059 nA
ENERGY-DEPENDENT RATIO (peak widths 0.5 meV, band half-width 1 meV)
band centres L, R: +1, -1 meV; bias 2 mV; same level and kT
U=0: current 42.66444, formula 42.66444 nA
U=1.5 meV: current 39.56264, formula 37.54162 nA
formula minus current, from imbalance: -2.02101 nA
```
